# A comment on inferring trap-free injection from a square-law current

## The argument under comment

The argument concerns an imagined diode: a 2000 nm film of an n-type amorphous oxide between two electron-injecting contacts at 300 K. At 10 V the current density is 0.53 A/cm², and the slope of \(\ln J\) against \(\ln V\) is 1.95. The argument runs:

1. Trap-free space-charge-limited current obeys \(J=\tfrac98\epsilon\mu V^2/L^3\).
2. The measured curve is quadratic within its uncertainty.
3. Therefore the film has no active traps, and the prefactor gives the electron mobility, 0.043 cm²/Vs.

Step 1 is correct under its usual assumptions. Step 3 needs the converse, that a quadratic curve arises only without traps. The question is therefore what a film with traps would do.

## A film with one shallow level

Let \(x\) run from the cathode to the anode at \(x=L\). I take \(V\), \(J\) and the field \(F\) as positive magnitudes, with positive \(F\) driving electrons towards the anode. The permittivity \(\epsilon\) and band mobility \(\mu\) are constant.

The film holds \(N_t\) traps per volume at depth \(E_t\) below the band edge. Each is neutral when empty and holds at most one electron. Capture and release are in balance locally, with the rate ratio they have in equilibrium, so band and traps share a quasi-Fermi level \(E_F\).

For a non-degenerate band, \(n=N_c e^{(E_F-E_c)/kT}\). An empty trap has statistical weight 1. Each of its two spin states has weight

\[
w=e^{(E_F-E_c+E_t)/kT}=\frac{n}{N_c}e^{E_t/kT}.
\]

The trapped density is therefore

\[
n_t=N_t\frac{2w}{1+2w}=\frac{N_t\,n}{n+n_1},\qquad
n_1=\frac{N_c}{2}e^{-E_t/kT}.
\]

The level is half full at \(n=n_1\). When \(n\ll n_1\) it is far from full and \(n_t=(N_t/n_1)n\). The free fraction is then a constant:

\[
\theta=\frac{n}{n+n_t}=\frac{1}{1+N_t/n_1}.
\]

Neglect diffusion and background electrons for now. Only free electrons carry current, but all electrons produce field:

\[
J=q\mu nF,\qquad \frac{dF}{dx}=\frac{q(n+n_t)}{\epsilon}=\frac{qn}{\epsilon\theta}.
\]

Substituting \(n=J/(q\mu F)\) and multiplying by \(F\) gives

\[
F\frac{dF}{dx}=\frac{J}{\epsilon\mu\theta}.
\]

An ideal injecting contact supplies any current at vanishing field, so \(F(0)=0\). Integrating twice,

\[
F=\sqrt{\frac{2Jx}{\epsilon\mu\theta}},\qquad
V=\int_0^L F\,dx=\frac23\sqrt{\frac{2J}{\epsilon\mu\theta}}\,L^{3/2}.
\]

Squaring the voltage gives \(V^2=8JL^3/(9\epsilon\mu\theta)\), or

\[
J=\frac98\,\theta\,\epsilon\mu\,\frac{V^2}{L^3}.
\]

The powers of voltage and thickness are those of the trap-free law. The reason is electrostatic. The field at the anode is \(F(L)=3V/2L\), so the stored charge per area is \(3\epsilon V/2L\) whether or not traps are present. Traps immobilize a fixed fraction of it. The prefactor gives \(\theta\mu\), not \(\mu\), and step 3 fails.

## How far from full must the level be?

At the cathode the drift model has \(n\to\infty\), so traps there are full at any voltage. The square law can only be a limit, and its error must be found. Define

\[
F_1=\frac{J}{q\mu n_1},\qquad y=\frac{F}{F_1}=\frac{n_1}{n},\qquad X_1=\frac{\epsilon F_1}{qn_1}.
\]

Without assuming \(n\ll n_1\), the trapped density is \(N_t/(1+y)\). Since \(1+N_t/n_1=1/\theta\),

\[
n+n_t=n_1\left[\frac1y+\frac{N_t/n_1}{1+y}\right]
=n_1\frac{1+y/\theta}{y(1+y)}.
\]

Poisson's equation becomes

\[
dx=X_1\frac{y(1+y)}{1+y/\theta}\,dy .
\]

With \(a=1-\theta\), polynomial division gives

\[
\frac{y(1+y)}{1+y/\theta}=\theta\left[y+a-\frac{\theta a}{y+\theta}\right].
\]

Let \(Y=y(L)\). Then \(L=X_1I_L\), and, because \(V=\int F\,dx\), \(V=F_1X_1I_V\), where

\[
I_L=\theta\left[\frac{Y^2}{2}+aY-\theta a\ln\!\left(1+\frac Y\theta\right)\right],
\]
\[
I_V=\theta\left[\frac{Y^3}{3}+\frac{aY^2}{2}-\theta a\left(Y-\theta\ln\!\left(1+\frac Y\theta\right)\right)\right].
\]

Using \(F_1/X_1=qn_1/\epsilon\), one finds

\[
\frac{\epsilon V}{qn_1L^2}=\frac{I_V}{I_L^2},\qquad
J=\frac{q^2\mu n_1^2L}{\epsilon I_L}.
\]

The first equation fixes \(Y\) for a given voltage; the second then gives the current.

Let \(J_\theta\) denote the shallow-trap square law. Since \(F_1^2/X_1=J/(\epsilon\mu)\),

\[
\frac{J}{J_\theta}=\frac{8I_L^3}{9\theta I_V^2}
\simeq\frac{(1+2a/Y)^3}{(1+3a/2Y)^2}
\simeq1+\frac{3a}{Y}\qquad(Y\gg1).
\]

To leading order \(I_V/I_L^2=4/(3\theta Y)\). Also \(\theta/n_1=1/(n_1+N_t)=a/N_t\). Hence

\[
\frac1Y=\frac{3a\,\epsilon V}{4qN_tL^2}=\frac{3a}{8}\frac{V}{V_{\rm TFL}},
\qquad V_{\rm TFL}=\frac{qN_tL^2}{2\epsilon},
\]
\[
\frac{J}{J_\theta}\simeq1+\frac98(1-\theta)^2\frac{V}{V_{\rm TFL}} .
\]

The level is sufficiently empty when \(V\ll V_{\rm TFL}\), the trap-filling voltage.

Two further ranges complete the curve when \(\theta\ll1\). For \(\theta\ll Y\ll1\) the integrand for \(L\) is nearly \(\theta\), so \(I_L\simeq\theta Y\) and \(I_V\simeq\theta Y^2/2\). Their ratio \(I_V/I_L^2\) no longer depends on \(Y\): the voltage stays near \(V_{\rm TFL}\) while \(J\propto1/Y\) rises steeply. For \(Y\ll\theta\) the integrand is nearly \(y\), so \(I_L\simeq Y^2/2\), \(I_V\simeq Y^3/3\) and \(J/J_\theta\to1/\theta\). This is the trap-free law, reached because the filled traps have become a small fixed charge beside the injected charge.

## Does diffusion reveal the traps?

With diffusion included and \(V_T=kT/q\),

\[
J=q\mu\left(nF-V_T\frac{dn}{dx}\right).
\]

For an unsaturated level, put \(n=\theta n_{\rm tot}\):

\[
J=q(\theta\mu)\left(n_{\rm tot}F-V_T\frac{dn_{\rm tot}}{dx}\right),\qquad
\frac{dF}{dx}=\frac{qn_{\rm tot}}{\epsilon}.
\]

These are the trap-free equations with mobility \(\theta\mu\). If the total contact densities also match, the two steady curves coincide, including their departures from the square law.

The size of the departure follows from the trap-free problem. Let \(s=x/L\), \(f=FL/V_T\), \(v=V/V_T\) and \(j=JL^3/(\epsilon\mu V_T^2)\). Poisson's equation makes the scaled density \(f'\), so

\[
j=ff'-f''\quad\Rightarrow\quad \frac{f^2}{2}-f'=js+C .
\]

With \(f=-2w'/w\) the left side equals \(2w''/w\). Setting \(k=(j/2)^{1/3}\) and \(z=k(s+C/j)\) turns the equation into Airy's, \(d^2w/dz^2=zw\).

An infinite contact density requires \(w=0\) at each contact. Away from the anode the solution at large \(v\) is \(\mathrm{Ai}(z)\), which starts at its first zero, \(z=-2.338\). At the anode, \(z_L=k-2.338\), a small admixture of \(\mathrm{Bi}\) makes \(w\) vanish. The Wronskian \(\mathrm{Ai}\,\mathrm{Bi}'-\mathrm{Ai}'\mathrm{Bi}=1/\pi\) gives the slope there as \(-1/[\pi\mathrm{Bi}(z_L)]\).

Now compare \(-2\ln w\) at equal small distances from the two contacts, where the densities are equal:

\[
v=2\ln[\pi\,\mathrm{Ai}'(-2.338)\,\mathrm{Bi}(z_L)]
\simeq\frac43z_L^{3/2}-\frac12\ln z_L+0.43 .
\]

Keeping the leading term, \(z_L=(3v/4)^{2/3}\). Since \(j=2k^3\) and \(2(3v/4)^2=\tfrac98v^2\),

\[
\frac{J}{J_{\rm free}}\simeq\left[1+\frac{2.338}{(3v/4)^{2/3}}\right]^3,
\]

where \(J_{\rm free}\) is the trap-free square law. Diffusion raises the current and, because its share falls with voltage, lowers the logarithmic slope below 2.

## The diode worked out

Take \(\epsilon=10\epsilon_0\), \(\mu=10\) cm²/Vs, \(N_c=5\times10^{18}\) cm⁻³, \(N_t=5\times10^{16}\) cm⁻³ and \(E_t=0.25\) eV. With \(kT=0.02585\) eV,

\[
n_1=2.5\times10^{18}e^{-0.25/0.02585}=1.58\times10^{14}\ {\rm cm^{-3}},
\]
\[
\theta=\frac{1}{1+5\times10^{16}/1.58\times10^{14}}=0.00315 .
\]

At 10 V the two square laws give

\[
J_{\rm free}=\frac98\frac{(8.854\times10^{-13})(10)(10^2)}{(2\times10^{-4})^3}
=124.5\ {\rm A/cm^2},
\]
\[
J_\theta=0.00315\times124.5=0.392\ {\rm A/cm^2}.
\]

The trap-filling voltage is 181 V. The predicted filling correction is \(1+1.125(0.9969)^2(10/181)=1.062\); the full drift solution gives 1.065, a current of 0.417 A/cm² and a slope of 2.065. At the anode only 2.1% of the traps are filled. Direct integration of Poisson's equation at this current returned 10 V to within one part in \(10^5\).

For diffusion, \(v=387\) and \((3v/4)^{2/3}=43.8\), so the leading formula gives a factor 1.169. A numerical trap-free solution with \(10^{18}\) free electrons per cm³ at both contacts gives 1.159. The difference is accounted for. The omitted logarithm and constant raise the formula to 1.177. The finite contact density \(n_c\) moves each zero of \(w\) outside the film by about \(\sqrt{2\epsilon V_T/(qn_c)}\simeq5\) nm, which lowers the current by about 1.5%.

With traps, their filling and diffusion all included, at the same free contact density, the numerical results at 10 V are:

| Film | \(J\) (A/cm²) | Slope |
|---|---:|---:|
| Trap-free | 144.4 | 1.894 |
| Shallow traps | 0.531 | 1.946 |

The second row is the diode of the opening argument. Its slope is closer to 2 than that of the trap-free film, because filling raises the slope while diffusion lowers it. The inferred 0.043 cm²/Vs is \(\theta\mu=0.0315\) cm²/Vs multiplied by 1.355, the combined effect of diffusion and filling on the current. The band mobility is 10 cm²/Vs.

The current ratio of the two films is 0.00368, which is 17% above \(\theta\). Drift with filling explains 6.5%. About 1.5% arises without any filling: at the same free contact density, an unsaturated level makes the total contact density \(1/\theta\) times larger, which nearly removes the finite-contact reduction found above. The remainder appears only when filling and diffusion are treated together; the calculations here do not isolate its cause.

## Conditions that can spoil the result

**Background electrons.** Let the free density without injection be \(n_0\), with its free and trapped charge neutralized by fixed charge. Equating \(qn_0\mu V/L\) to \(J_\theta\) gives the ohmic crossover

\[
V_\Omega=\frac{8qn_0L^2}{9\theta\epsilon}.
\]

For \(n_0=10^{11}\) cm⁻³ it is 0.20 V, and a drift calculation puts the current at 10 V only 1.5% above \(J_\theta\).

**Heating.** Uniform power density \(P\) over a disc of radius \(r_0\) on a thick substrate of conductivity \(\kappa\) heats the centre by

\[
\Delta T=\int_0^{r_0}\frac{P}{2\pi\kappa r}\,2\pi r\,dr=\frac{Pr_0}{\kappa}.
\]

For \(r_0=50\) µm, \(\kappa=0.01\) W/(cm K) and \(P=J_\theta V\), this is 2.0 K. At fixed \(\mu\) it raises \(\theta\), and so the current, by 7.5%. The larger current in the table would give about 2.7 K. Because the heating grows at least as fast as \(V^3\), it would also raise the logarithmic slope, by about 0.25 for \(J_\theta\) and 0.35 for the current in the table once the feedback of heating on current is included. The curves above therefore require the film itself to be held at 300 K.

**Field-assisted release.** For a neutral trap, let thermal excitation lift the electron to an energy \(u\) below the band edge, from which it tunnels through a triangular barrier. The gain in the exponent is

\[
\frac{u}{kT}-\frac{4\sqrt{2m}\,u^{3/2}}{3\hbar qF},
\quad\text{with maximum}\quad
\frac{(\hbar qF)^2}{24m(kT)^3}.
\]

For \(m=0.3m_e\) and the anode field of 0.075 MV/cm the maximum is only 0.034, but many energies contribute. Integrating the exponential of the gain over \(u/kT\), from 0 to \(E_t/kT\), gives 0.89: in this estimate tunnelling adds 89% to the thermal release rate at the anode. If capture were unchanged, the current at 10 V would be 1.45 times \(J_\theta\) and the slope 2.27, with filling and diffusion neglected. These figures apply the full field to escape in every direction and are an upper estimate. Using the field component along each direction, with no tunnelling in the opposite half, gives 23% added release at the anode, 1.13 times \(J_\theta\) and a slope of 2.09. Tunnelling also assists capture, however. If the two rates keep their equilibrium ratio, as assumed at the start, \(\theta\) does not change. The square law for this film rests on that assumption.

A trap that is positive when empty behaves differently. Its barrier, in volts, is lowered by the minimum over \(r\) of \(q/(4\pi\epsilon r)+Fr\), which is \(\sqrt{qF/(\pi\epsilon)}\). Then \(n_1\), and with it \(\theta\), grows with field. This assumes that capture does not change with field. Take the empty-trap charge as compensated, and neglect filling and diffusion. If the full lowering is applied to escape in every direction, the current at 10 V becomes 5.8 times \(J_\theta\) and the slope 2.88. The full lowering holds only along the direction of escape favoured by the field. Averaging the release rate over directions, with no lowering in the opposite half, gives 2.3 times \(J_\theta\) and a slope of 2.53. These values use the static permittivity in the lowering; a high-frequency value of \(4\epsilon_0\) would give 4.5 times \(J_\theta\) and a slope of 3.0 for the averaged rate. Shallowness alone does not preserve the square law; the ratio of release to capture must also be nearly independent of field.

## Relation to real oxide diodes

A band mobility near 10 cm²/Vs is a rough typical value for good amorphous oxide semiconductors. The 2000 nm thickness is large for such devices, and the background density is very low. Both choices open the square-law window. With \(n_0=10^{13}\) cm⁻³ and all else fixed, \(V_\Omega\) would be 20 V and the film at 10 V would still be in the crossover between the ohmic and square laws. At 200 nm, \(V_{\rm TFL}\) would be 1.8 V; at a tenth of that, \(v\) is only 7 and diffusion is no longer a correction. Real films also have tails of trap levels. If \(n\propto n_t^{\,l}\) with \(n_t\gg n\), then \(n_t\propto V/L^2\) and \(F\propto V/L\) give \(J\propto V^{l+1}/L^{2l+1}\). A tail with \(l=1.5\) has slope 2.5. A clean square law thus argues against such a tail in the range measured, but not against a shallow level.

## What evidence would decide

Well below \(V_{\rm TFL}\) the thickness dependence helps little: the square law gives \(L^{-3}\) with or without the level. The corrections differ only modestly. With diffusion and filling, the local exponent at 10 V is about \(-3.2\) for this film and \(-3.0\) for the trap-free one. Thermal activation is not decisive either. Between 300 and 350 K, at fixed \(\mu\), \(\theta\) rises by a factor 5.0, but a trap-free film whose mobility had the same temperature dependence would show the same current.

An independent measurement of the band mobility does separate the factors: dividing the fitted mobility by \(\mu\) gives \(\theta\), once diffusion and filling have been allowed for. Without that correction this diode would give 0.0043 instead of 0.0031, still far below 1. The trap-filling rise is a second signature. In the drift model its steepest slope is 7.9, near 188 V. This diode could not show it in steady operation. At 181 V the mean field is already 0.90 MV/cm, and the trap-free law would dissipate 7.4 MW/cm². Even the shallow-trap law, smaller by \(\theta\), gives 23 kW/cm², for which the heating formula returns about 12,000 K, meaning that the device would fail first. For this film, the absence of a rise at accessible voltages is therefore no evidence against this level; it argues only against levels whose \(V_{\rm TFL}\) lies within the measured range. A thinner film of the same material is a better test. Since \(V_{\rm TFL}\) falls as \(L^2\), the rise moves down at 200 nm. With diffusion included it is smeared to a steepest slope of about 4 near 1.2 V, at about 370 W/cm². The heating formula then gives about 185 K for the 50 µm pad, so a pad of about 1 µm radius (about 4 K) is needed.

The argument can be repaired by replacing its conclusion: the curve is consistent with space-charge-limited transport at an effective mobility of about 0.04 cm²/Vs, and whether that is a band mobility or one reduced by trapping remains open. The parameters and the main results are listed in the numerical output below.

## Computed values

```
Temperature: 300 K
Thermal energy: 0.02585 eV
Film thickness: 2000 nm
Relative permittivity: 10
Band mobility: 10 cm2/Vs
Band density of states: 5e+18 cm^-3
Trap density: 5e+16 cm^-3
Trap depth: 0.25 eV
Applied voltage: 10 V
Half-filling free density n1: 1.578e+14 cm^-3
Free-charge fraction theta: 0.003146
Trap-free square-law current: 124.5 A/cm2
Shallow-trap square-law current: 0.3917 A/cm2
Apparent mobility theta*mu: 0.03146 cm2/Vs
Trap-filling voltage: 181 V
Drift current with trap filling: 0.4174 A/cm2
Drift current / shallow square law: 1.065
First-order predicted ratio: 1.062
Drift log slope at applied voltage: 2.065
Free density at anode, drift: 3.437e+12 cm^-3
Filled trap fraction at anode: 0.02132
Anode field, drift with filling: 0.07579 MV/cm
Thickness log slope at 0.2 V: -3.002
Steepest drift log slope: 7.934
Voltage of steepest slope: 188.2 V
Drift/trap-free current at 100 V_TFL: 0.9867
Contact free density: 1e+18 cm^-3
Drift-diffusion current, trap-free: 144.4 A/cm2
Drift-diffusion current, traps: 0.5308 A/cm2
Drift-diffusion trap/free ratio: 0.003677
That ratio / theta: 1.169
Drift-diffusion slope, trap-free: 1.894
Drift-diffusion slope, traps: 1.946
Trap-free diffusion factor, numeric: 1.159
Trap-free diffusion factor, Airy: 1.169
Trapped diffusion+filling factor: 1.355
Background free density: 1e+11 cm^-3
Ohmic crossover voltage: 0.2045 V
Background current factor: 1.015
Pad radius: 50 um
Substrate thermal conductivity: 0.01 W/(cm K)
Pad-centre heating estimate: 1.959 K
Heating current factor: 1.075
Theta at 350 K: 0.01559
Theta(350 K)/theta(300 K): 4.954
Tunnelling effective mass / electron mass: 0.3
Neutral-trap tunnelling exponent: 0.03446
Charged-empty-trap current factor: 5.798
Charged-empty-trap log slope: 2.882
Mean field at trap-filling voltage: 0.9048 MV/cm
Trap-free power at V_TFL: 7.377 MW/cm2
```
